# Standard addition for a plating accelerator, with the uncertainty of extrapolation

## Question

I am trying to find the accelerator (SPS type) in an acid copper plating bath from cyclic-stripping charges. Each cell holds 10 mL of bath and a known amount of a 100 mg/L accelerator standard. It is made up to 100 mL with base electrolyte that contains enough suppressor to saturate its effect. I used a fresh cell for each addition.

| Added accelerator in cell (mg/L) | Stripping charge (mC) |
|---:|---:|
| 0.0 | 2.74 |
| 0.4 | 3.49 |
| 0.8 | 4.35 |
| 1.2 | 5.08 |
| 1.6 | 5.93 |

Three cells of base electrolyte alone, with no bath sample and no standard, gave 1.49, 1.53 and 1.50 mC.

I fitted a straight line, extended it to zero charge, and multiplied by the dilution factor of ten. That gives 13.7 mg/L in the bath. But the blank is not zero, so I doubt that zero charge is the right target. What is the concentration? And how uncertain is it, given that the answer lies outside the range where I have points?

## Answer

Your doubt is justified: the line has to be extended to the blank charge. The uncertainty then has two parts. One comes from scatter and follows from your data. The other comes from assuming that the line stays straight where you have no additions, and here it can matter more.

### The concentration

Let \(c\) be the accelerator concentration that the sample brings to the cell, and \(x_i\) the added concentration. Since all cells have the same final volume, the total is \(c+x_i\). For a linear response,

\[
Q_i=Q_B+k(c+x_i)+\text{error}.
\]

\(Q_B\) is the charge without accelerator, and \(k\) is the sensitivity. I assume that the other substances in the sample leave \(Q_B\) unchanged. They may change \(k\), because you measure the slope with the sample present.

Write \(d_i=x_i-\bar x\), so that \(\sum d_i=0\), and fit \(Q=\alpha+b\,d\). Setting the derivatives of \(\sum(Q_i-\alpha-b\,d_i)^2\) with respect to \(\alpha\) and \(b\) to zero gives

\[
\alpha=\bar Q,\qquad b=\frac{\sum d_iQ_i}{S_{xx}},\qquad S_{xx}=\sum d_i^2 .
\]

Zero accelerator corresponds to \(x=-c\), where \(d=-(c+\bar x)\). Define \(u=c+\bar x\), the distance from the centre of the calibration to the blank. Setting the line equal to the mean blank (also written \(Q_B\) from here on) gives

\[
Q_B=\bar Q-bu
\quad\Rightarrow\quad
\hat u=\frac{\bar Q-Q_B}{b},\qquad \hat c=\hat u-\bar x .
\]

For your data \(\bar x=0.8\) mg/L, \(S_{xx}=1.6\) (mg/L)², \(\bar Q=4.318\) mC and \(Q_B=1.5067\) mC. The slope is

\[
b=\frac{0.8(5.93-2.74)+0.4(5.08-3.49)}{1.6}=1.9925\ \text{mC L/mg}.
\]

Hence

\[
\hat u=\frac{4.3180-1.5067}{1.9925}=1.411\ \text{mg/L},\qquad
\hat c=0.611\ \text{mg/L}.
\]

With the dilution factor \(F=100/10=10\), the bath contains 6.11 mg/L. Extending the line to zero charge adds \(FQ_B/b=7.56\) mg/L, which is how you reached 13.7 mg/L.

### The uncertainty from scatter

Assume independent normal charge errors with the same variance \(\sigma^2\) in all \(n=5\) sample cells and \(m=3\) blanks. Treat the \(x_i\) as exact for now. Then

\[
\operatorname{Var}\bar Q=\frac{\sigma^2}{n},\qquad
\operatorname{Var}Q_B=\frac{\sigma^2}{m},\qquad
\operatorname{Var}b=\frac{\sigma^2\sum d_i^2}{S_{xx}^2}=\frac{\sigma^2}{S_{xx}} .
\]

The covariance of \(\bar Q\) and \(b\) is \(\sigma^2\sum d_i/(nS_{xx})=0\), and the blanks are separate measurements. The three quantities are therefore independent.

Let \(D=\bar Q-Q_B\), so \(\hat u=D/b\). A small change gives

\[
\delta\hat u=\frac{\delta D}{b}-\frac{D\,\delta b}{b^2}
=\frac{\delta D-\hat u\,\delta b}{b}.
\]

Since \(\bar x\) is fixed, \(\hat c\) has the same error as \(\hat u\). Adding the independent variances and replacing \(\sigma\) by its estimate \(s\) gives, to first order,

\[
\operatorname{se}(\hat c)=\frac{s}{b}
\sqrt{\frac1m+\frac1n+\frac{\hat u^2}{S_{xx}}}.
\]

The last term is the price of extrapolation: an error in slope acts through the lever arm \(\hat u\).

To find \(s\), pool the squared residuals of the line with the squared deviations of the blanks from their mean. The line uses two fitted parameters and the blanks one, leaving \(n+m-3=5\) degrees of freedom:

\[
s=\sqrt{\frac{0.00379+0.00087}{5}}=0.0305\ \text{mC}.
\]

Therefore

\[
\operatorname{se}(\hat c)=\frac{0.0305}{1.9925}
\sqrt{0.333+0.200+1.244}=0.0204\ \text{mg/L},
\]

or 0.20 mg/L in the bath. The extrapolation term supplies 70% of this variance. Even an unlimited number of blanks would remove only the 0.333.

### A confidence interval

Because \(\hat u\) is a ratio, a symmetric interval is an approximation. It can be avoided by asking which values of \(u\) the data do not reject. At the true \(u\), the quantity \(D-bu\) is normal with mean zero and variance \(\sigma^2(w+u^2/S_{xx})\), where \(w=1/m+1/n\). The estimate \(s\) is independent of it, so Student's test accepts all \(u\) satisfying

\[
(D-bu)^2\le t^2s^2\left(w+\frac{u^2}{S_{xx}}\right).
\]

Expand, divide by \(b^2\), and define \(g=t^2s^2/(b^2S_{xx})\):

\[
(1-g)u^2-2\hat u u+\hat u^2-\frac{t^2s^2w}{b^2}\le0 .
\]

For \(g<1\), the accepted values lie between the two roots. In the discriminant, \(\hat u^2-(1-g)\hat u^2=g\hat u^2\), so

\[
u_\pm=\frac{\hat u\pm\dfrac{ts}{b}
\sqrt{w(1-g)+\hat u^2/S_{xx}}}{1-g}.
\]

This is the Fieller interval. The condition \(g<1\) says that the slope differs significantly from zero. For \(g>1\) the data do not confine \(u\) to a finite interval.

Here \(t=2.571\) for 95% confidence and \(g=0.001\). Subtracting \(\bar x\) gives 0.560 to 0.665 mg/L in the cell, or **5.60 to 6.65 mg/L in the bath**. The symmetric interval, \(6.11\pm2.571\times0.204\), is almost the same because \(g\) is small.

### What if the response is curved?

The interval above takes the straight line for granted. Suppose instead that

\[
Q=Q_B+kz-qz^2,\qquad z=c+x=u+d .
\]

Positive \(q\) means that the response begins to saturate, and \(k\) is now the slope at zero accelerator. Let \(v=S_{xx}/n\) and \(p_i=d_i^2-v\). Then \(z^2=u^2+2ud+v+p\), and

\[
Q=Q_B+ku-q(u^2+v)+(k-2qu)d-qp .
\]

By definition \(\sum p_i=0\). Your additions are symmetric about their mean, so \(\sum d_ip_i=\sum d_i^3=0\) as well. The last term therefore affects neither the mean nor the slope of a straight fit. Without noise, that fit has \(b=k-2qu\) and gives

\[
\hat u=\frac{ku-q(u^2+v)}{b}
=\frac{u(k-2qu)+q(u^2-v)}{b}
=u+\frac{q(u^2-v)}{b}.
\]

The bias in \(\hat c\) is thus \(q(u^2-v)/b\). Your additions start at zero, so \(|d_i|\le\bar x\) and \(v\le\bar x^2<u^2\). With \(b>0\), a saturating response makes the result too high.

You can let the data determine \(q\). Since \(p\) is orthogonal to the constant and to \(d\), adding it leaves \(\bar Q\) and \(b\) unchanged:

\[
\hat q=-\frac{\sum p_iQ_i}{\sum p_i^2}
=-\frac{0.0112}{0.3584}=-0.031\ \text{mC L}^2/\text{mg}^2 .
\]

Its standard error is 0.055 in the same unit, so no curvature is detected. That does not make the curvature zero. The fitted curve meets the blank where \(d=-u\):

\[
D=bu+q(u^2-v).
\]

The root that tends to \(D/b\) as \(q\to0\) is \(u=1.438\) mg/L, which gives 6.38 mg/L in the bath. For its error, vary every quantity in this equation:

\[
(b+2qu)\,\delta u=\delta D-u\,\delta b-(u^2-v)\,\delta q .
\]

The bracket on the left is \(k=1.903\) mC L/mg. Since \(\hat q\) is independent of the other estimates and has variance \(\sigma^2/\sum p_i^2\),

\[
\operatorname{se}(\hat c)=\frac{s_q}{k}
\sqrt{w+\frac{u^2}{S_{xx}}+\frac{(u^2-v)^2}{\sum p_i^2}} .
\]

The extra parameter leaves four degrees of freedom and \(s_q=0.0328\) mC. Thus

\[
\operatorname{se}(\hat c)=\frac{0.0328}{1.903}
\sqrt{0.533+1.293+8.535}=0.0555\ \text{mg/L}.
\]

So the bath result is \(6.1\pm0.2\) mg/L if linearity is known independently, and \(6.4\pm0.6\) mg/L if curvature must be found from these data. Both errors are one standard error. For the curved fit, applying Student's test to \(D-bu-q(u^2-v)\) as above, with \(t=2.776\) for four degrees of freedom, gives a 95% interval of about 5.1 to 8.4 mg/L around this root. It is skewed upward and wider than twice the standard error suggests.

A simulation shows the risk in relying on the good straight fit. I generated 200,000 data sets with your design, a true bath value of 6.11 mg/L, noise of 0.0305 mC and \(q=0.05\) mC L²/mg². I chose \(k\) to keep the mean fitted slope at 1.9925 mC L/mg. The bias was 0.42 mg/L in the bath. The nominal 95% linear interval contained the true value in 68% of runs, while a 5% test for curvature detected it in 12%.

### Would a wider range help?

If the noise is constant, it reduces the scatter error but increases this bias. If the noise grows in proportion to the charge, the scatter error of an unweighted fit eventually rises again, because the highest points become the noisiest. For five equally spaced additions from 0 to \(X\), \(\bar x=X/2\) and \(v=X^2/8\), so

\[
u^2-v=c^2+cX+\frac{X^2}{8}.
\]

The table keeps \(c\), the noise and the numbers of cells fixed. The standard error is for a straight response with your slope; the bias is for the curved response of the simulation, with \(k\) and \(q\) fixed.

| \(X\) (mg/L) | Bath standard error (mg/L) | Bath bias (mg/L) |
|---:|---:|---:|
| 0.8 | 0.27 | 0.23 |
| 1.6 | 0.20 | 0.42 |
| 3.2 | 0.17 | 0.94 |

For very large \(X\), \(u^2/S_{xx}\to(X^2/4)/(5X^2/8)=0.4\). The standard error therefore levels off near 0.15 mg/L even if the response stays linear. For small \(X\), the same term grows as \(8c^2/(5X^2)\), and the slope becomes too uncertain to use.

A second dilution can reveal curvature, but it takes many replicates. Halve both the sample volume and all the additions, keeping the cell volume fixed. Then \(u^2-v\) falls by four while \(F\) doubles, so the bath bias halves to first order in \(q\). The scatter error in the cell is unchanged, so in the bath it doubles to about 0.41 mg/L. For the simulated curvature, the two bath results would differ by about 0.2 mg/L, while the difference between single runs has a standard error of about 0.45 mg/L. With the difference at 0.22 mg/L, you would need about seventeen full replicates, blanks included, to make it twice its standard error, and even then it would be resolved only about half the time. Repeating the original design is more efficient for this purpose: one run fixes \(q\) to \(0.0305/\sqrt{0.3584}=0.051\) mC L²/mg², so about four runs bring \(q=0.05\) to twice its standard error. A resolved difference would show that some assumption of the simple model is failing, not necessarily linearity: a fixed offset between blanks and sample cells, such as the temperature difference below, shifts the diluted bath result twice as much as the original one. Agreement would not prove the model right: a baseline shift proportional to the sample volume changes both bath results equally.

### How this compares with a real measurement

A few mg/L of SPS is a plausible level for an acid copper bath. If your electrode is a platinum disc 4 mm across, the largest charge corresponds to about 17 nm of copper at full current efficiency, so this is a thin-film measurement. Real samples can break the assumption of an unchanged baseline: levelers or breakdown products may alter the charge. A 2% rise of the baseline in the sample cells alone would add 0.15 mg/L to the bath result. Breakdown products that accelerate deposition are counted as accelerator, so the result is an effective concentration.

Other effects can be sized with assumed errors:

- A 1% error in the standard and 0.5% in the volume ratio, taken as independent standard errors, raise the linear standard error from 0.204 to 0.215 mg/L.
- Noise proportional to charge, with the same root-mean-square value over all eight cells, would make it 0.19 mg/L.
- Pipetting the standard on top of a full 100 mL, without correcting for the added volume, would bias the result by +0.17 mg/L.
- If the sample cells were 0.2 K warmer than the blanks near 298 K, and the charge followed an Arrhenius law with 0.5 eV, the shift would be +0.10 mg/L.

The temperature shift is half the scatter error, so interleave blanks and sample cells instead of measuring all the blanks first.
